\section*{Even and odd channels in the one-dimensional KKR problem}

\section{The problem}

An electron moves in a chain of identical wells,
\begin{equation}
V(x)=\sum_n v(x-na),\qquad v(-x)=v(x),\qquad v(x)=0\ \text{for}\ |x|>b,\qquad b\le a/2 ,
\end{equation}
with $v$ real and bounded. This is a muffin-tin chain: between the wells the potential is flat. In atomic units the Schr\"odinger equation is $-\tfrac12\psi''+V\psi=E\psi$, and $E=k^2/2$ defines $k$. A Bloch state satisfies $\psi(x+a)=e^{iqa}\psi(x)$ with real $q$.

For $E>0$ a single well is described by two phase shifts. With $r=|x|$, its even and odd solutions outside the well are
\begin{equation}
u=\cos(kr+\delta_0),\qquad w=\operatorname{sgn}(x)\,\sin(kr+\delta_1). \label{outer}
\end{equation}

(a) Use multiple scattering to find the relation between $E$ and $q$ in terms of $\delta_0$ and $\delta_1$.

(b) Take square wells of depth $V_0=10$ eV, half-width $b=1$ \AA{} and lattice constant $a=3.5$ \AA. Is $E=10$ eV an allowed energy, and if so, at which $q$?

(c) Find the three lowest levels at $q=0$, $\pi/(2a)$ and $\pi/a$, and explain what opens and closes the gaps.

\section{A tempting solution}

\subsection{Waves of one well}

Define standing and outgoing waves for the two channels,
\begin{equation}
J_0=\cos kx,\quad J_1=\sin kx,\qquad H_0=e^{ikr},\quad H_1=-i\operatorname{sgn}(x)\,e^{ikr}.
\end{equation}
With $\theta_l=kr-l\pi/2$, the radial factors of $J_l$ and $H_l$ are $\cos\theta_l$ and $e^{i\theta_l}$, and those of (\ref{outer}) are $\cos(\theta_l+\delta_l)$. Multiplying the latter by $e^{i\delta_l}$ gives
\begin{equation}
e^{i\delta_l}\cos(\theta_l+\delta_l)=\tfrac12\left(e^{2i\delta_l}e^{i\theta_l}+e^{-i\theta_l}\right)
=\cos\theta_l+\tfrac12\left(e^{2i\delta_l}-1\right)e^{i\theta_l}.
\end{equation}
An incident wave $J_l$ therefore produces an outgoing wave $\tau_lH_l$, where
\begin{equation}
\tau_l=\tfrac12(S_l-1)=i e^{i\delta_l}\sin\delta_l,\qquad S_l=e^{2i\delta_l},\qquad
\frac1{\tau_l}=-1-i\cot\delta_l . \label{tau}
\end{equation}

\subsection{One channel at a time}

Let the wave incident on site 0 have amplitudes $A_l$. The site emits $c_l=\tau_lA_l$, and site $n$ emits $e^{iqna}c_l$. In a Bloch state the incident wave at site 0 is made of the waves from all the other sites.

The argument now continues as follows. The well is even, so an even incident wave gives an even outgoing wave and an odd one gives an odd one. The channels do not mix, and each can be treated alone. The even part, about site 0, of the wave $H_0$ from a site at distance $na$ is $e^{ikna}\cos kx$. The sites on the right carry Bloch phases $e^{iqna}$ and those on the left $e^{-iqna}$, so the returned amplitude per unit emitted amplitude is
\begin{equation}
D=S_++S_-,\qquad S_\pm=\sum_{n=1}^{\infty}e^{i(k\pm q)na}. \label{series}
\end{equation}
The odd channel gives the same $D$. The terms have modulus one for real $k$, so the series is summed with $\operatorname{Im}k>0$ and continued to real $k$ from above. For $\phi=(k\pm q)a$,
\begin{equation}
\frac{e^{i\phi}}{1-e^{i\phi}}=\frac{e^{i\phi/2}}{-2i\sin(\phi/2)}
=-\frac12+\frac i2\cot\frac\phi2 . \label{geo}
\end{equation}
Put $\alpha=(k+q)a/2$, $\beta=(k-q)a/2$ and $C=\cos qa-\cos ka$. Since $\sin\alpha\sin\beta=\tfrac12[\cos(\alpha-\beta)-\cos(\alpha+\beta)]=C/2$,
\begin{equation}
D=-1+\frac i2\,\frac{\sin(\alpha+\beta)}{\sin\alpha\sin\beta}=-1+\frac{i\sin ka}{C}. \label{D}
\end{equation}
Self-consistency in one channel is $A_l=D\tau_lA_l$, or $1/\tau_l=D$. With (\ref{tau}) this becomes
\begin{equation}
\cot\delta_l+\frac{\sin ka}{C}=0
\quad\Longrightarrow\quad
\cos qa=\cos ka-\sin ka\,\tan\delta_l ,\qquad l=0\ \text{or}\ 1. \label{wrong}
\end{equation}

\subsection{What it says about 10 eV}

Matching logarithmic derivatives at $r=b$ gives the phase shifts. With $K=\sqrt{2(E+V_0)}$ the inner solutions are $\cos Kx$ and $\sin Kx$, so $-K\tan Kb=-k\tan(kb+\delta_0)$ and $K\cot Kb=k\cot(kb+\delta_1)$:
\begin{equation}
\tan(kb+\delta_0)=\frac Kk\tan Kb,\qquad \tan(kb+\delta_1)=\frac kK\tan Kb. \label{phases}
\end{equation}
Using $\hbar^2/2m=3.809982$ eV\,\AA$^2$, one has $k=\sqrt{10/3.809982}=1.620088$ \AA$^{-1}$ and $K=\sqrt{20/3.809982}=2.291150$ \AA$^{-1}$. Equation (\ref{phases}) then gives, modulo $\pi$,
\begin{equation}
\delta_0=0.506154,\qquad \delta_1=0.843333,\qquad \cot\delta_0=1.80401,\qquad \cot\delta_1=0.89036 .
\end{equation}
With $ka=5.670307$, $\cos ka=0.8180$ and $\sin ka=-0.5752$. The right side of (\ref{wrong}) is
\begin{equation}
0.8180+\frac{0.5752}{1.8040}=1.137\quad(l=0),\qquad
0.8180+\frac{0.5752}{0.8904}=1.464\quad(l=1).
\end{equation}
Both exceed one, so no real $q$ exists and 10 eV would lie in a gap. This is false: diagonalizing the same Hamiltonian in plane waves gives a Bloch level at 10 eV.

\section{Where the argument fails}

The evenness of $v$ means that a \emph{scattering event} preserves parity about the centre of that well. It says nothing about \emph{propagation} between wells. An even wave emitted at $na>0$ reaches site 0 as
\begin{equation}
e^{ik(na-x)}=e^{ikna}(\cos kx-i\sin kx),
\end{equation}
which contains even and odd parts of equal magnitude. The argument kept the first and discarded the second.

The mirror site at $-na$ sends an odd part of opposite sign, but the two are weighted by $e^{iqna}$ and $e^{-iqna}$. They cancel for every $n$ when $e^{2iqa}=1$, that is at $q=0$ and $q=\pi/a$. Elsewhere inversion turns the Bloch state $q$ into the different state $-q$, and parity cannot label it. At these two points the single-channel condition $\cot\delta_l+\sin ka/C=0$ is therefore sound for $C\ne0$, and comparing its solutions with the true levels there would not expose the fault. Clearing the denominator $C$, as in the last form of (\ref{wrong}), adds roots at $C=0$, where $\sin ka$ vanishes too; these are in general not levels and must be dropped.

\section{The solution}

\subsection{The incident wave}

The claim that the other sites supply the whole incident wave has a condition. The free outgoing Green function, defined by $(E+\tfrac12\partial_x^2)g=\delta(x)$, is $g=-(i/k)e^{ik|x|}$; its slope jumps by $2$, as required. Let $g_q(x)=\sum_ne^{iqna}g(x-na)$. For a Bloch state $\psi$, the function
\begin{equation}
\psi(x)-\int_{-b}^{b}g_q(x-x')\,v(x')\psi(x')\,dx'
\end{equation}
solves the free equation and obeys the Bloch condition. A free solution is a combination of $e^{ikx}$ and $e^{-ikx}$, which have that property only if $e^{ika}$ or $e^{-ika}$ equals $e^{iqa}$, so that $C=0$. For $C\ne0$ the difference vanishes and there is no additional incident wave. Outside each well its term in the integral is an outgoing wave, hence a combination of $H_0$ and $H_1$.

\subsection{Structure constants}

For $|x|<a$ and $n\ge1$, the waves from the right neighbours are
\begin{align}
H_0(x-na)&=e^{ikna}(J_0-iJ_1), &
H_1(x-na)&=i\,e^{ikna}(J_0-iJ_1)=e^{ikna}(iJ_0+J_1),
\end{align}
because $\operatorname{sgn}(x-na)=-1$. Those from the left neighbours are
\begin{align}
H_0(x+na)&=e^{ikna}(J_0+iJ_1), &
H_1(x+na)&=-i\,e^{ikna}(J_0+iJ_1)=e^{ikna}(-iJ_0+J_1).
\end{align}
Let $G_{ll'}$ be the amplitude of $J_l$ at site 0 produced by unit emission $H_{l'}$ from all other sites. Attaching the Bloch phases and collecting terms gives
\begin{equation}
G_{00}=G_{11}=S_++S_-,\qquad G_{01}=i(S_+-S_-),\qquad G_{10}=-i(S_+-S_-).
\end{equation}
The sum is already in (\ref{D}). For the difference, (\ref{geo}) gives
\begin{equation}
S_+-S_-=\frac i2(\cot\alpha-\cot\beta)=\frac i2\,\frac{\sin(\beta-\alpha)}{\sin\alpha\sin\beta}=-\frac{i\sin qa}{C},
\end{equation}
so that
\begin{equation}
G_{00}=G_{11}=-1+\frac{i\sin ka}{C},\qquad G_{01}=-G_{10}=\frac{\sin qa}{C}. \label{G}
\end{equation}
The off-diagonal elements vanish at $q=0$ and $\pi/a$, as the parity argument requires. No higher channels have been cut off: a second-order equation on a line has two independent solutions.

\subsection{The determinant}

The incident amplitudes obey $A=G\tau A$. Writing $A=\tau^{-1}c$ turns this into $(\tau^{-1}-G)c=0$. The $-1$ in $1/\tau_l$ cancels the $-1$ in $G_{ll}$, and multiplication by $i$ gives $Mc=0$ with the Hermitian KKR matrix
\begin{equation}
M=\begin{pmatrix}\cot\delta_0+\dfrac{\sin ka}{C} & -\,\dfrac{i\sin qa}{C}\\[2mm]
\dfrac{i\sin qa}{C} & \cot\delta_1+\dfrac{\sin ka}{C}\end{pmatrix}. \label{M}
\end{equation}
The product of its off-diagonal elements is $\sin^2qa/C^2$. Hence
\begin{equation}
\det M=\cot\delta_0\cot\delta_1+\frac{\sin ka}{C}(\cot\delta_0+\cot\delta_1)+\frac{\sin^2ka-\sin^2qa}{C^2}.
\end{equation}
The last numerator is $\cos^2qa-\cos^2ka=C(\cos qa+\cos ka)$, which removes one power of $C$. Multiplying by $C\sin\delta_0\sin\delta_1$,
\begin{align}
C\sin\delta_0\sin\delta_1\det M
&=(\cos qa-\cos ka)\cos\delta_0\cos\delta_1+\sin ka\,\sin(\delta_0+\delta_1)\nonumber\\
&\quad+(\cos qa+\cos ka)\sin\delta_0\sin\delta_1\nonumber\\
&=\cos qa\,\cos(\delta_0-\delta_1)-\cos ka\,\cos(\delta_0+\delta_1)+\sin ka\,\sin(\delta_0+\delta_1)\nonumber\\
&=\cos qa\,\cos(\delta_0-\delta_1)-\cos(ka+\delta_0+\delta_1).
\end{align}
Setting this to zero answers (a):
\begin{equation}
\boxed{\;\cos qa=\frac{\cos(ka+\delta_0+\delta_1)}{\cos(\delta_0-\delta_1)}\;} \label{band}
\end{equation}
Adding $\pi$ to either phase shift reverses both numerator and denominator, so the branch chosen for $\delta_l$ does not matter.

The denominator has a direct meaning. An incident $e^{ikx}=J_0+iJ_1$ scatters into $\tau_0H_0+i\tau_1H_1=e^{ikr}[\tau_0+\operatorname{sgn}(x)\tau_1]$. The transmission and reflection amplitudes are thus
\begin{align}
T&=1+\tau_0+\tau_1=\tfrac12(S_0+S_1)=e^{i(\delta_0+\delta_1)}\cos(\delta_0-\delta_1),\\
R&=\tau_0-\tau_1=\tfrac12(S_0-S_1)=i e^{i(\delta_0+\delta_1)}\sin(\delta_0-\delta_1).
\end{align}
$T$ cannot vanish for $k>0$: a solution that is zero on one side of the well has zero value and slope there and is zero everywhere. Division by $\cos(\delta_0-\delta_1)$ is therefore allowed.

\subsection{A cellular derivation, including $C=0$}

The points $C=0$ were excluded above. They are covered by matching within one cell. Write $\psi=\alpha'u+\beta'w$ for $|x|\le a/2$, and let $u,u',w,w'$ denote values at $x=a/2$. At $-a/2$, $w$ and $u'$ change sign. With $\lambda=e^{iqa}$ the Bloch conditions on $\psi$ and $\psi'$ are
\begin{equation}
\alpha'u(1-\lambda)+\beta'w(1+\lambda)=0,\qquad
\alpha'u'(1+\lambda)+\beta'w'(1-\lambda)=0 .
\end{equation}
Their determinant must vanish. Dividing it by $-4\lambda$ and using $(1-\lambda)^2/4\lambda=-\sin^2(qa/2)$ and $(1+\lambda)^2/4\lambda=\cos^2(qa/2)$,
\begin{equation}
u\,w'\sin^2\frac{qa}2+u'\,w\cos^2\frac{qa}2=0. \label{cell}
\end{equation}
Let $\eta_l=ka/2+\delta_l$. From (\ref{outer}), $u=\cos\eta_0$, $u'=-k\sin\eta_0$, $w=\sin\eta_1$ and $w'=k\cos\eta_1$. Replacing the squares by $(1\mp\cos qa)/2$ gives
\begin{equation}
\cos\eta_0\cos\eta_1-\sin\eta_0\sin\eta_1=\cos qa\,(\cos\eta_0\cos\eta_1+\sin\eta_0\sin\eta_1),
\end{equation}
which is $\cos(\eta_0+\eta_1)=\cos qa\cos(\eta_0-\eta_1)$, the same as (\ref{band}). Neither structure constants nor $C\ne0$ were needed, so (\ref{band}) holds for every $k>0$.

\subsection{Negative energies}

Multiplying numerator and denominator of (\ref{band}) by $2e^{i(\delta_0+\delta_1)}$ gives
\begin{equation}
\cos qa=\frac{e^{ika}S_0S_1+e^{-ika}}{S_0+S_1}. \label{S}
\end{equation}
For $E<0$ set $k=i\kappa$ with $\kappa>0$. The outer solutions become $u=e^{\kappa r}+S_0e^{-\kappa r}$ and $w=\operatorname{sgn}(x)(S_1e^{-\kappa r}-e^{\kappa r})$, and (\ref{S}) follows by continuation of (\ref{cell}). If $L_0=-K\tan Kb$ and $L_1=K\cot Kb$ are the inner logarithmic derivatives at $b$, matching gives
\begin{equation}
S_0=e^{2\kappa b}\,\frac{\kappa-L_0}{\kappa+L_0},\qquad
S_1=e^{2\kappa b}\,\frac{L_1-\kappa}{L_1+\kappa}.
\end{equation}
At $k=0$, or where an $S_l$ has a pole, (\ref{S}) is read as a limit.

\section{The numbers}

\subsection{The state at 10 eV}

The phase sum is $ka+\delta_0+\delta_1=7.019794$ and the difference is $\delta_0-\delta_1=-0.337179$. Therefore
\begin{equation}
\cos qa=\frac{0.740750}{0.943692}=0.784950,\qquad qa=0.668182,\qquad q=0.190909\ \text{\AA}^{-1},
\end{equation}
together with the state at $-q$. The energy is allowed, which answers (b). Plane-wave diagonalization at this $q$ gives a third level of 10.000000 eV.

The KKR matrix shows what the first solution lost. Here $C=-0.033046$, $\sin ka/C=17.4067$ and $\sin qa/C=-18.7483$. The diagonal of $M$ is $19.2107$ and $18.2971$; its product, $351.50$, equals $(18.7483)^2$ to the digits shown. The discarded coupling is as large as the retained terms. The first row of $Mc=0$ gives $c_0=-i(18.7483/19.2107)c_1=-0.976\,i\,c_1$: the wells emit even and odd waves of nearly equal strength.

\subsection{Bands and gaps}

The levels, in eV, are

\begin{center}
\begin{tabular}{lrrr}
$q$ & $E_1$ & $E_2$ & $E_3$\\
$0$ & $-7.077$ & $5.449$ & $8.416$\\
$\pi/(2a)$ & $-6.609$ & $1.824$ & $13.850$\\
$\pi/a$ & $-5.974$ & $-0.243$ & $21.637$
\end{tabular}
\end{center}

Since (\ref{band}) assigns one value of $\cos qa$ to each energy, a continuous band cannot take the same energy twice for $0\le q\le\pi/a$. Each band is monotonic there, and its edges are the first and last rows. The gaps are $5.731$ eV between bands 1 and 2 and $2.968$ eV between bands 2 and 3.

The levels in the table were found from (\ref{band}) and (\ref{S}); plane-wave diagonalization reproduces them within $2\times10^{-7}$ eV. The first band shows (\ref{S}) at work. At $q=\pi/(2a)$, $\kappa=1.317051$ \AA$^{-1}$, $S_0=2289.94$ and $S_1=-4.40649$. With $\kappa a=4.60968$, the two terms of the numerator are $e^{-\kappa a}S_0S_1=-100.45$ and $e^{\kappa a}=100.45$; they cancel, as $\cos(\pi/2)=0$ demands. The large $S_0$ means that the even solution between the well and the cell edge is mostly the decaying exponential. An isolated bound state would have no growing part, hence infinite $S_0$.

At $q=0$, (\ref{cell}) reduces to $u'w=0$, so an edge has $\sin\eta_0=0$ (even state) or $\sin\eta_1=0$ (odd state). The numbers show that the top of band 2 is odd and the bottom of band 3 even. To first order in $V$, the free states $\cos(Qx/2)$ and $\sin(Qx/2)$ with $Q=4\pi/a$ are split by
\begin{equation}
E_{\rm even}-E_{\rm odd}\simeq\frac2a\int_{-b}^{b}v\cos Qx\,dx=-\frac{4V_0}{Qa}\sin Qb=1.38\ \text{eV},
\end{equation}
positive because $Qb=3.59$ exceeds $\pi$. The estimate has the correct sign here but gives less than half of the gap. At this depth second order is larger: the even state is repelled upward by the constant state of band 1, to which the odd state does not couple. With $V_1=\frac1a\int_{-b}^{b}v\cos(Qx/2)\,dx=-(V_0/\pi)\sin(Qb/2)=-3.10$ eV and the free energy $(\hbar^2/2m)(Q/2)^2=12.28$ eV, this shift is $2V_1^2/12.28\ \text{eV}=1.57$ eV. First order alone therefore fixes neither the size nor the sign for wells this deep: for $b=0.85$ \AA{} it gives $-0.29$ eV, while (\ref{cell}) still places the even state $1.59$ eV above the odd one.

For $E>0$, (\ref{band}) has a real $q$ only if $|\cos(ka+\delta_0+\delta_1)|\le|\cos(\delta_0-\delta_1)|=|T|$. Reflection makes $|T|<1$ and so opens the gaps. The gap between bands 1 and 2, at $q=\pi/a$, lies below zero energy; there (\ref{cell}) reduces to $u\,w'=0$, and its two edges are the different energies at which $u=0$ (even state) and $w'=0$ (odd state).

A gap at $q=0$ and positive energy closes if both sines vanish at one energy. Then $\delta_0-\delta_1$ is a multiple of $\pi$ and $R=0$: a single well does not reflect. For a square well this happens whenever $Kb$ is a multiple of $\pi/2$. For the present well the lowest such point at positive energy is $Kb=\pi$, where (\ref{phases}) gives $\delta_0=\delta_1=-kb$ modulo $\pi$. The energy is $3.809982\,\pi^2-10=27.603$ eV. Requiring $\eta_l=k(a/2-b)=\pi$ modulo $\pi$ selects, for example, $a=2b+2\pi/k=4.3343$ \AA. For that lattice the plane-wave calculation finds two levels at $27.603016$ eV, equal to all printed digits. They are the fourth and fifth levels at $q=0$, so the gap that closes is the one between bands 4 and 5; the gap between bands 2 and 3 stays open, with a width of $1.918$ eV. This completes (c).

\subsection{Two limits that separate the solutions}

If $\delta_0=\delta_1=\delta$ at some energy, (\ref{band}) gives $\cos qa=\cos(ka+2\delta)$: each well adds a phase $2\delta$ and that energy is allowed. Equation (\ref{wrong}) gives $\cos(ka+\delta)/\cos\delta$ instead, which can exceed one and forbid it.

If $\delta_1=0$, the odd channel does not scatter, and (\ref{band}) reduces to the even case of (\ref{wrong}). This happens for $v=g\,\delta(x)$, the limit of a narrow well or barrier. The slope of $\psi$ jumps by $2g\psi(0)$, so $-2k\sin\delta_0=2g\cos\delta_0$, $\tan\delta_0=-g/k$, and
\begin{equation}
\cos qa=\cos ka+\frac gk\sin ka .
\end{equation}
Treating one channel alone is then correct at every $q$, because odd waves arriving at a site pass it unscattered.

The numerical output also covers a smooth well, $v=-V_0\cos^2(\pi x/2b)$ for $|x|<b$. At four of its plane-wave levels the formula reproduces $\cos qa$ with an absolute error of at most $4\times10^{-11}$. The derivation assumes even wells that do not overlap. A well without inversion symmetry in general mixes the even and odd channels in the scattering itself; $\tau$ is then not diagonal in these channels, and the derivation given here does not apply as it stands.

\section*{Table of computed values}
\begin{verbatim}
well depth = 10.0 eV
well half-width b = 1.0 angstrom
lattice constant a = 3.5 angstrom
hbar^2/(2m) = 3.809982 eV angstrom^2
worked energy E = 10.0 eV
k outside = 1.620088 1/angstrom
K inside = 2.291150 1/angstrom
k b = 1.620088 rad;  K b = 2.291150 rad
k a = 5.670307 rad
even phase shift d0 (mod pi) = 0.506154 rad
odd phase shift d1 (mod pi) = 0.843333 rad
cos(ka+d0+d1) = 0.740750
cos(d0-d1) = 0.943692
transmission probability = 0.890554
cos(qa) = 0.784950;  qa = 0.668182 rad
q = 0.190909 1/angstrom
C = cos(qa)-cos(ka) = -0.033046
sin(ka)/C = 17.406704
sin(qa)/C = -18.748323
cot d0 = 1.804010;  cot d1 = 0.890359
KKR diagonal = 19.210713, 18.297063
plane-wave third level at this q = 10.000000 eV
q=0.0 pi/a: E1,E2,E3 = -7.07745, 5.44874, 8.41628 eV
q=0.5 pi/a: E1,E2,E3 = -6.60889, 1.82405, 13.85000 eV
q=1.0 pi/a: E1,E2,E3 = -5.97380, -0.24278, 21.63726 eV
gap 1-2 at q=pi/a = 5.73102 eV
gap 2-3 at q=0 = 2.96754 eV
q=0 band 2: |sin(ka/2+d0)| = 0.388807, |sin(ka/2+d1)| = 0.000000
q=0 band 3: |sin(ka/2+d0)| = 0.000000, |sin(ka/2+d1)| = 0.356704
band 1, q=pi/(2a): kappa = 1.317051 1/angstrom
band 1, q=pi/(2a): S0 = 2289.93642, S1 = -4.40649
zero-reflection energy = 27.603016 eV
gap-closing lattice constant = 4.334334 angstrom
plane-wave pair there = 27.603016, 27.603016 eV
largest band difference, KKR - plane waves = 1.4e-07 eV
smooth well: largest error in cos(qa) = 3.6e-11
\end{verbatim}
